# How temperature and bandwidth limit the free propagator product in double precision: test program

```python
# Result under test: for free electrons on a periodic square lattice the
# product of N slices exp(-dtau*K) has 2-norm condition number exp(beta*W),
# beta = N*dtau, W = bandwidth (8t for even L).  In double precision (unit
# roundoff u) its smallest singular value is lost near beta = ln(1/u)/W, and
# the half-filled Green's function G = 1/(1+P) near twice that beta.
# Units: hopping t = 1, energies in t, beta in 1/t.
import numpy as np
import mpmath as mp
from scipy.linalg import expm, qr


def hopping_matrix(L):
    K = np.zeros((L * L, L * L))
    for x in range(L):
        for y in range(L):
            i = x * L + y
            for j in (((x + 1) % L) * L + y, x * L + (y + 1) % L):
                K[i, j] -= 1.0
                K[j, i] -= 1.0
    return K


def bandwidth(K):
    e = np.linalg.eigvalsh(K)
    return e[-1] - e[0]


u = np.finfo(float).eps / 2
L, dtau = 8, 0.1
K = hopping_matrix(L)
energy, modes = np.linalg.eigh(K)
W = energy[-1] - energy[0]
W_odd = bandwidth(hopping_matrix(5))
assert abs(W - 8) < 1e-12
assert abs(W_odd - 4 * (1 + np.cos(np.pi / 5))) < 1e-12
beta_star = np.log(1 / u) / W
beta_green = 2 * beta_star


def exact_green(beta):
    return (modes / (1 + np.exp(-beta * energy))) @ modes.T


def green_error(G, beta):
    return np.linalg.norm(G - exact_green(beta), 2)


print(f"unit roundoff u = {u:.4e}, ln(1/u) = {np.log(1/u):.4f}")
print(f"lattice {L}x{L}, dtau = {dtau} /t")
print(f"lowest, highest level = {energy[0]:.4f}, {energy[-1]:.4f} t")
print(f"bandwidth W, L=8: {W:.4f} t; L=5: {W_odd:.4f} t")
print(f"estimated beta for loss of smallest scale = {beta_star:.3f} /t")
print(f"corresponding temperature = {1/beta_star:.4f} t")
print(f"estimated beta for loss of G = {beta_green:.3f} /t")
print(f"decimal digits consumed per unit beta = {W/np.log(10):.3f}")

# The condition number must not depend on the slice width.
for width, count in ((0.05, 40), (0.1, 20), (0.2, 10)):
    P = np.eye(L * L)
    B = expm(-width * K)
    for _ in range(count):
        P = B @ P
    kappa = np.linalg.cond(P, 2)
    assert abs(kappa / np.exp(2 * W) - 1) < 1e-6
    print(f"beta=2 /t, dtau={width} /t: condition number {kappa:.6e}")
print(f"beta=2 /t, exp(beta W) = {np.exp(2*W):.6e}")

# Plain double-precision product, followed slice by slice.
B = expm(-dtau * K)
P = np.eye(L * L)
betas, small_err, g_err = [], [], []
print("beta(1/t) exp(beta W)  smin/smax exact, computed"
      "  rel.err smin  err G")
for n in range(1, 141):
    P = B @ P
    beta = n * dtau
    s = np.linalg.svd(P, compute_uv=False)
    exact_small = np.exp(-beta * energy[-1])
    betas.append(beta)
    small_err.append(abs(s[-1] / exact_small - 1))
    try:
        G = np.linalg.inv(np.eye(L * L) + P)
        g_err.append(green_error(G, beta))
    except np.linalg.LinAlgError:
        g_err.append(np.inf)
    if n in (20, 30, 40, 50, 60, 80, 100, 120):
        print(f"{beta:5.1f} {np.exp(beta*W):.3e} {np.exp(-beta*W):.3e}"
              f" {s[-1]/s[0]:.3e} {small_err[-1]:.2e} {g_err[-1]:.2e}")
betas = np.array(betas)
small_err, g_err = np.array(small_err), np.array(g_err)


def growth(error, low, high, rate):
    pick = (betas > low - 1e-9) & (betas < high + 1e-9)
    logs = np.log(error[pick])
    slope = np.polyfit(betas[pick], logs, 1)[0]
    prefactor = np.exp(np.mean(logs - np.log(u) - rate * betas[pick]))
    return slope, prefactor


slope_s, c_s = growth(small_err, 1.5, 4.0, W)
slope_g, c_g = growth(g_err, 3.0, 7.0, W / 2)
# Rounding errors scatter in size and sign, hence the wide slope tolerances;
# they still separate a rate W from a rate W/2.
assert abs(slope_s - W) < 1.5
assert abs(slope_g - W / 2) < 0.6
assert np.any(small_err > 0.5) and np.any(g_err > 0.5)
fail_s = betas[np.argmax(small_err > 0.5)]
fail_g = betas[np.argmax(g_err > 0.5)]
# An unknown error prefactor between exp(-8) and exp(8) is allowed for.
assert abs(fail_s - beta_star) < 8 / W
assert abs(fail_g - beta_green) < 8 / (W / 2)
print(f"growth rate of smin error: {slope_s:.2f} t (expected {W:.2f})")
print(f"growth rate of G error: {slope_g:.2f} t (expected {W/2:.2f})")
print(f"prefactor c in c*u*exp(beta W), smin: {c_s:.3f}")
print(f"prefactor c in c*u*exp(beta W/2), G: {c_g:.3f}")
print(f"first beta with smin error > 0.5: {fail_s:.1f} /t")
print(f"first beta with G error > 0.5: {fail_g:.1f} /t")

# Same multiplication with 60 digits on a 4x4 lattice, beyond the limit.
mp.mp.dps = 60
K4 = hopping_matrix(4)
B_long = mp.expm(mp.matrix(K4.tolist()) * (-mp.mpf(1) / 10))
P_long = mp.eye(16)
for _ in range(60):
    P_long = B_long * P_long
s_long = list(mp.svd_r(P_long, compute_uv=False))
kappa_long = max(s_long) / min(s_long)
assert abs(kappa_long / mp.exp(48) - 1) < mp.mpf(10) ** (-20)
# Rounding only the entries of the accurate product already destroys smin.
P_rounded = mp.matrix([[float(P_long[i, j]) for j in range(16)]
                       for i in range(16)])
s_rounded = list(mp.svd_r(P_rounded, compute_uv=False))
rounded_err = abs(min(s_rounded) / min(s_long) - 1)
assert rounded_err > 0.5
print(f"4x4, beta=6 /t, 60 digits: condition {float(kappa_long):.6e}")
print(f"4x4, beta=6 /t, exp(beta W) = {float(mp.exp(48)):.6e}")
print(f"4x4, smin of accurate product = {float(min(s_long)):.3e}")
print(f"4x4, smin after rounding entries = {float(min(s_rounded)):.3e}")

# Stabilized product: segments of length 1/t, scales kept in a diagonal D.
segment = np.linalg.matrix_power(B, 10)
U, D, T = np.eye(L * L), np.ones(L * L), np.eye(L * L)
for _ in range(12):
    U, R, order = qr((segment @ U) * D, pivoting=True)
    D = np.abs(np.diag(R))
    T = (R / D[:, None])[:, np.argsort(order)] @ T
D_big, D_small = np.maximum(D, 1), np.minimum(D, 1)
T_inv = np.linalg.inv(T)
core = (U.T @ T_inv) / D_big[:, None] + np.diag(D_small)
G_stable = T_inv @ np.linalg.solve(core, U.T / D_big[:, None])
stable_err = green_error(G_stable, 12.0)
assert stable_err < 1e-9
assert g_err[119] > 1e3 * stable_err
print(f"condition number of one segment = {np.linalg.cond(segment):.2f}")
print(f"condition number of T at beta=12 /t = {np.linalg.cond(T):.2e}")
print(f"G error at beta=12 /t, plain product: {g_err[119]:.2e}")
print(f"G error at beta=12 /t, stabilized: {stable_err:.2e}")
print("verified")
```

Running it gives:

```
unit roundoff u = 1.1102e-16, ln(1/u) = 36.7368
lattice 8x8, dtau = 0.1 /t
lowest, highest level = -4.0000, 4.0000 t
bandwidth W, L=8: 8.0000 t; L=5: 7.2361 t
estimated beta for loss of smallest scale = 4.592 /t
corresponding temperature = 0.2178 t
estimated beta for loss of G = 9.184 /t
decimal digits consumed per unit beta = 3.474
beta=2 /t, dtau=0.05 /t: condition number 8.886111e+06
beta=2 /t, dtau=0.1 /t: condition number 8.886111e+06
beta=2 /t, dtau=0.2 /t: condition number 8.886111e+06
beta=2 /t, exp(beta W) = 8.886111e+06
beta(1/t) exp(beta W)  smin/smax exact, computed  rel.err smin  err G
  2.0 8.886e+06 1.125e-07 1.125e-07 2.27e-11 3.90e-13
  3.0 2.649e+10 3.775e-11 3.775e-11 1.13e-06 1.60e-11
  4.0 7.896e+13 1.266e-14 1.261e-14 4.54e-03 6.73e-10
  5.0 2.354e+17 4.248e-18 1.251e-17 1.94e+00 3.70e-08
  6.0 7.017e+20 1.425e-21 9.226e-18 6.47e+03 5.19e-06
  8.0 6.235e+27 1.604e-28 9.565e-19 5.96e+09 1.04e-02
 10.0 5.541e+34 1.805e-35 4.659e-19 2.58e+16 5.13e+00
 12.0 4.923e+41 2.031e-42 3.957e-19 1.95e+23 1.00e+00
growth rate of smin error: 7.94 t (expected 8.00)
growth rate of G error: 4.05 t (expected 4.00)
prefactor c in c*u*exp(beta W), smin: 0.320
prefactor c in c*u*exp(beta W/2), G: 0.911
first beta with smin error > 0.5: 4.5 /t
first beta with G error > 0.5: 9.0 /t
4x4, beta=6 /t, 60 digits: condition 7.016736e+20
4x4, beta=6 /t, exp(beta W) = 7.016736e+20
4x4, smin of accurate product = 3.775e-11
4x4, smin after rounding entries = 2.384e-07
condition number of one segment = 2980.96
condition number of T at beta=12 /t = 9.59e+01
G error at beta=12 /t, plain product: 1.00e+00
G error at beta=12 /t, stabilized: 3.55e-14
verified
```
